# Peak crosstalk on a resistively held wire from a ramped aggressor

When a signal wire is screened for coupled noise, one must decide whether the driver that holds the quiet wire can be left out of the calculation. Without the driver, the disturbance is fixed by a capacitance ratio, and the switching time of the neighbour does not matter. With it, a slower neighbour gives a smaller disturbance. For the 50 µm wire treated below, the capacitance ratio alone predicts 0.280 V, an estimate for slow edges predicts 0.420 V, and the lumped circuit with its driver gives 0.204 V. The choice hangs on the ratio of the switching time to the time constant of the held wire.

## The circuit and its conventions

The quiet wire, the victim, is one node with voltage $v(t)$. Its capacitance to the switching wire, the aggressor, is $C_c$. Its capacitance to all conductors at fixed potential is $C_g$. A resistance $R$ connects it to its quiet level, which is taken as zero voltage. Define

$$C=C_c+C_g,\qquad \tau=RC .$$

The aggressor voltage $v_a(t)$ is imposed, so the victim does not act back on it. It is zero before $t=0$, equals $Vt/T$ for $0\le t\le T$, and stays at $V$ afterwards, with $V>0$. The victim starts at $v(0)=0$. The result to be derived is

$$v_{\rm peak}=\frac{VRC_c}{T}\left[1-\exp\left(-\frac{T}{R(C_c+C_g)}\right)\right].$$

For a falling aggressor, $V$ is replaced by $-V$, and the disturbance has the same size and the opposite sign.

## First derivation: charge balance

The charge on the victim's capacitor plates is

$$q=C_c(v-v_a)+C_gv=Cv-C_cv_a .$$

It can leave only through the resistor. The current from the victim to its quiet level is $v/R$, so $dq/dt=-v/R$. Differentiating $q$ with constant capacitances gives

$$C\frac{dv}{dt}-C_c\frac{dv_a}{dt}=-\frac vR,
\qquad\text{or}\qquad
C\frac{dv}{dt}+\frac vR=C_c\frac{dv_a}{dt}.$$

The positive sign on the right says that a rising aggressor pushes the victim upward.

During the ramp $dv_a/dt=V/T$. Division by $C$ gives

$$\frac{dv}{dt}+\frac v\tau=\frac{C_cV}{CT}.$$

Multiplication by $e^{t/\tau}$ turns the left side into the derivative of a product:

$$\frac{d}{dt}\left(e^{t/\tau}v\right)=\frac{C_cV}{CT}e^{t/\tau}.$$

Integrate from $0$ to $t$. The lower limit on the left vanishes because $v(0)=0$, and therefore

$$e^{t/\tau}v(t)=\frac{C_cV}{CT}\,\tau\left(e^{t/\tau}-1\right).$$

Since $\tau/C=R$, division by $e^{t/\tau}$ yields

$$v(t)=\frac{VRC_c}{T}\left(1-e^{-t/\tau}\right),\qquad 0\le t\le T.$$

This rises throughout the ramp. At $t=T$ the slope of $v_a$ changes abruptly, but $v_a$ itself does not jump. The charge does not jump either, because the resistor current is finite. Hence $v=(q+C_cv_a)/C$ is continuous. After the ramp $dv_a/dt=0$, so $dv/dt=-v/\tau$ and

$$v(t)=v(T)e^{-(t-T)/\tau},\qquad t\ge T.$$

The voltage rises before $T$ and falls after it. Its maximum is $v(T)$, which is the stated result.

The same balance gives the area of the pulse. Integrate it from $t=0$ to late times. The victim begins and ends at zero, so the term $C\,dv/dt$ contributes nothing, while the aggressor changes by $V$:

$$\frac1R\int_0^\infty v\,dt=C_cV,
\qquad
\int_0^\infty v\,dt=RC_cV.$$

At fixed $R$, $C_c$ and $V$, a slower ramp lowers and spreads the pulse but leaves its area unchanged.

## Second derivation: adding small steps

Now regard the ramp as a succession of small voltage steps. Let the aggressor jump by $\delta v_a$ at time $s$. During the jump, a finite resistor current has no time to carry charge, so $\delta q=0$:

$$C\,\delta v-C_c\,\delta v_a=0,
\qquad
\delta v=\frac{C_c}{C}\,\delta v_a .$$

After the jump this contribution discharges through $R$. At a later time $t$ a fraction $e^{-(t-s)/\tau}$ survives. The circuit is linear and its elements do not change with time, so the contributions add:

$$v(t)=\frac{C_c}{C}\int_0^t\frac{dv_a}{ds}\,e^{-(t-s)/\tau}\,ds .$$

For a linear ramp and $t\le T$, set $u=t-s$, the age of each contribution:

$$v(t)=\frac{C_cV}{CT}\int_0^t e^{-u/\tau}\,du
=\frac{C_cV\tau}{CT}\left(1-e^{-t/\tau}\right).$$

For $t\ge T$ the steps stop at $s=T$, so the ages run from $t-T$ to $t$:

$$v(t)=\frac{C_cV\tau}{CT}\left(e^{-(t-T)/\tau}-e^{-t/\tau}\right)
=\frac{C_cV\tau}{CT}\left(1-e^{-T/\tau}\right)e^{-(t-T)/\tau}.$$

The last form uses $e^{-t/\tau}=e^{-T/\tau}e^{-(t-T)/\tau}$. With $\tau/C=R$, the value at $T$ is again the stated peak. It can also be written

$$v_{\rm peak}=V\frac{C_c}{C}\left[\frac1T\int_0^T e^{-u/\tau}\,du\right].$$

The first factors are the voltage that would appear if nothing leaked away. The bracket is the surviving fraction, averaged over the ages of the steps.

## Fast and slow edges

Let $x=T/\tau$. The average becomes

$$F(x)=\int_0^1e^{-xy}\,dy=\frac{1-e^{-x}}x,
\qquad v_{\rm peak}=V\frac{C_c}{C}F(x).$$

For $x>0$ and $0<y<1$, one has $1-xy<e^{-xy}<1$. Integrating over $y$ gives

$$1-\frac x2<F(x)<1 .$$

As $x\to0$, the peak approaches the capacitive divider $VC_c/C$. For large $x$ the exponential in the numerator disappears, and the peak approaches $VRC_c/T$. This is the resistor voltage when the coupling current $C_cV/T$ flows steadily through it. Since $1-e^{-x}<1$, the slow-edge value is also an upper bound for this lumped circuit; the last section shows that wire resistance can carry the far-end peak above it.

These relations settle the opening decision for this circuit. The divider exceeds the peak by less than a fraction $x/2$ of the divider, so $x\le0.2$ keeps that excess below 10%. The slow-edge value exceeds the peak by a fraction $e^{-x}$ of the slow-edge value, so $x\ge\ln10\approx2.3$ keeps that excess to 10% or less. Between these ranges these estimates do not guarantee such accuracy, and the full expression is the safe choice.

The integral also shows that $F$ decreases with $x$. The peak therefore falls when $T$ increases and rises when $R$ increases, the other quantities being fixed. Increasing $C_g$ lowers the peak, because it leaves the prefactor $VRC_c/T$ unchanged and reduces the bracket. For $C_c$ both factors change:

$$\frac{\partial v_{\rm peak}}{\partial C_c}
=\frac{VR}{T}\left[1-e^{-x}-\frac{C_c}{C}xe^{-x}\right].$$

Since $C_c/C\le1$, the bracket is at least $1-(1+x)e^{-x}$, which is positive because $e^x>1+x$. More coupling raises the peak.

## A worked wire

Take a wire 50 µm long, 40 nm wide and 80 nm thick, with 40 nm between neighbours. Each neighbour contributes 0.08 fF/µm, and the layers above and below together contribute 0.04 fF/µm. One neighbour switches and the other is quiet, so

$$C_c=0.08\times50=4\ {\rm fF},
\qquad
C_g=(0.08+0.04)\times50=6\ {\rm fF}.$$

Let $R=3$ kΩ, $V=0.7$ V and $T=20$ ps. Because 1 kΩ times 1 fF is 1 ps,

$$\tau=3\times10=30\ {\rm ps},\qquad x=20/30=0.667.$$

The peak is

$$v_{\rm peak}=\frac{0.7\times3\times4}{20}\left(1-e^{-0.667}\right)
=0.420\times0.4866=0.204\ {\rm V}.$$

This is 204 mV, or 29% of the swing. The divider, $0.7\times4/10=0.280$ V, is 37% above this peak. The slow-edge value is about twice the peak. Neither limit is a good substitute here.

With all settings except $T$ fixed, the formula gives:

| Ramp time (ps) | Peak (V) |
|---:|---:|
| 5 | 0.258 |
| 10 | 0.238 |
| 20 | 0.204 |
| 50 | 0.136 |
| 100 | 0.081 |
| 200 | 0.042 |

From 100 to 200 ps the peak nearly halves, as the slow-edge law requires. From 5 to 10 ps it falls by only 8%, because the divider still largely sets it. The pulse area is $3\times4\times0.7=8.4$ V ps in every row.

Suppose the peak must be 10% of the swing. Then $0.4F(x)=0.1$, or $x=4(1-e^{-x})$. Starting from $x=4$, repeated substitution gives 3.927 and then 3.921, where it settles to the digits shown. At fixed $R$, the ramp must last $3.921\times30=118$ ps. At fixed $T=20$ ps, the resistance must instead be $20/(3.921\times10)=0.51$ kΩ. Both answers ignore the resistance of the wire itself, found below to be 0.70 kΩ. With that resistance in both wires, the far end needs a ramp of about 131.5 ps, or a holding resistance of only about 0.165 kΩ; at 0.51 kΩ the far-end peak is still 0.107 V.

## Two neighbours and a rounded edge

If both neighbours make the same ramp together, the second 4 fF moves from $C_g$ to $C_c$. The sum $C$ stays at 10 fF, so $\tau$ and the bracket do not change, while the prefactor doubles. The linear peak becomes 0.409 V. If the two make opposite ramps, their driving terms cancel and this model gives no disturbance.

The step integral also treats other edge shapes. Let $v_a=V(1-e^{-t/\tau_a})$ with $\tau_a\ne\tau$. Then $dv_a/ds=(V/\tau_a)e^{-s/\tau_a}$, and

$$v(t)=\frac{C_cV}{C\tau_a}e^{-t/\tau}\int_0^t e^{-s(1/\tau_a-1/\tau)}ds
=\frac{C_cV}{C}\frac{\tau}{\tau-\tau_a}\left(e^{-t/\tau}-e^{-t/\tau_a}\right).$$

The derivative vanishes when $e^{-t/\tau_a}=(\tau_a/\tau)e^{-t/\tau}$. At that time the difference of exponentials is $e^{-t/\tau}(\tau-\tau_a)/\tau$, so the voltage is $(C_cV/C)e^{-t/\tau}$. Taking logarithms of the condition gives $t/\tau=[\tau_a/(\tau-\tau_a)]\ln(\tau/\tau_a)$. Hence

$$v_{\rm peak}^{\rm exp}=V\frac{C_c}{C}
\left(\frac{\tau_a}{\tau}\right)^{\tau_a/(\tau-\tau_a)}.$$

To compare edges fairly, hold the time from 10% to 90% fixed. It is $0.8T$ for the ramp and $\tau_a\ln9$ for the exponential, so $\tau_a=16/\ln9=7.28$ ps. The peak is then 0.178 V, which is 13% below the ramp result.

The sign of this difference is not general. For $\tau_a\gg\tau$ the exponential edge gives a peak near $VRC_c/\tau_a$. At equal 10–90% time this is $\ln9/0.8\approx2.7$ times the slow-ramp value, because the exponential starts with the steeper slope $V/\tau_a$. This limit is approached slowly: for the worked wire the ratio is 0.95 at $T=50$ ps, 1.15 at 100 ps, 1.48 at 200 ps and 2.2 at 1000 ps.

## What each derivation assumes

Both derivations assume constant capacitances, a single victim voltage, an imposed aggressor and a victim initially at rest. They use the resistor differently.

The first starts from conservation of charge and brings in Ohm's law as a separate step. If the holding device carries a current $i(v)$ instead, the balance remains valid as

$$C\frac{dv}{dt}+i(v)=C_c\frac{dv_a}{dt}.$$

The integrating factor no longer solves it in general, but it can be integrated numerically. Take a simple square-law transistor with its gate fully on and an overdrive $V_o=0.4$ V:

$$i(v)=\frac vR\left(1-\frac{v}{2V_o}\right)\quad(0\le v\le V_o),
\qquad i=\frac{V_o}{2R}\quad(v>V_o).$$

It has the same resistance $R$ at small voltage, but at any larger victim voltage it carries less current than the resistor would. Numerical integration gives 0.217 V for one neighbour, 6% above the linear result. For two neighbours it gives 0.462 V, 13% above the linear result. Doubling the coupling more than doubles the peak, because the current falls further below $v/R$ as $v$ grows. The second peak also exceeds the overdrive, but saturation is not needed for this: with $V_o=0.6$ V neither peak reaches the overdrive and the ratio is still 2.08. The size of these corrections depends on the assumed device: one that saturates earlier, with $V_o=0.2$ V and the same $R$, gives 13% and 23% instead of 6% and 13%.

The second derivation needs linearity from the start, because it adds responses. It therefore does not cover this transistor. In return, linearity gives an explicit integral for any edge shape, and the same method extends to a linear network with many nodes. If $g(u)$ is the victim's response at age $u$ to a unit aggressor step, a ramp gives, for $t\ge T$,

$$v(t)=\frac VT\int_{t-T}^{t}g(u)\,du,
\qquad
\frac{dv}{dt}=\frac VT\left[g(t)-g(t-T)\right].$$

In the lumped circuit $g$ decreases at all positive ages, which places the peak at $T$. At the far end of a resistive wire, $g$ may first rise, and the peak can then come later.

## The model beside a real interconnect

The parameters are round values in the rough regime of narrow copper signal wires in a dielectric of relative permittivity 3. Facing plates alone would give 0.053 fF/µm per side; the adopted 0.08 fF/µm allows generously for fringing fields, since a two-dimensional field solution for this cross-section gives about 0.06 to 0.075 fF/µm for conducting planes 40 to 160 nm above and below. Over the same range the capacitance to the two planes falls from about 0.10 to 0.026 fF/µm and $C_c/C$ rises from 0.27 to 0.41, so the adopted ratio of 0.4 corresponds to distant planes. With a rough resistivity of 4.5 µΩ cm, the wire has a resistance of 0.70 kΩ, which is not negligible beside the 3 kΩ driver. To size its effect, each wire was divided into 30 equal resistive segments with the capacitances spread evenly, the aggressor having the same capacitance to fixed conductors as the victim. Both wires were driven from the same end, the aggressor by an ideal ramp source, and the linear equations were advanced with a matrix exponential. Resistance in the victim wire alone, with that of the aggressor made negligible, raises the far-end peak to 0.216 V. Resistance in both wires brings it to 0.204 V. The agreement with the lumped value is a cancellation for these settings, not evidence that wire resistance is unimportant. At $T=5$ ps the far-end peak is 0.234 V against the lumped 0.258 V, and at 100 and 200 ps it is 0.089 and 0.047 V, above the slow-edge values of 0.084 and 0.042 V. Of the departures sized here, simultaneous switching of the second neighbour moves the number most, by a factor of two in the linear model. The aggressor's own driver can matter as much. The assumed edge needs a driver much stronger than the holding one: a 3 kΩ aggressor driver gives a 10–90% time near 69 ps even from a step input (75 ps at the far end with wire resistance), and a victim peak near 0.11 V. The quiet neighbour is not at a fixed potential either: held by 3 kΩ like the victim, it lets the peak for the 20 ps ramp rise from 0.204 to 0.220 V.

Temperature has a smaller effect in this example. For a wire 75 K warmer, a rough resistivity slope of 0.0066 µΩ cm/K raises the wire resistance to 0.78 kΩ. If the driver resistance also rises by an assumed 20%, to 3.6 kΩ, the two-wire calculation gives 0.212 V, 4% above its cooler value. This rise comes from the assumed driver change; warming the two wires alone leaves the peak at 0.204 V.

A wave in this dielectric crosses 50 µm in 0.29 ps, much less than the ramp time. For inductance, a rough 1 pH/µm gives 50 pH. This is a generous value: with 0.2 fF/µm it implies a delay of 0.7 ps, while the 0.29 ps above corresponds to 0.17 pH/µm. The current scale $CV/T$ is 0.35 mA, and changing it over 20 ps induces about 0.9 mV. This is an estimate of scale, not a bound, since sharp corners in the edge or a distant return path would increase it. The full swing across the 40 nm gap corresponds to an average field of 0.175 MV/cm, well below the rough several MV/cm at which sound dielectrics of this kind break down. Field concentration at corners and leakage through defects are outside the model.
